# Interstitial supersaturation in equilibrium with a dislocation loop

## The physical question

Ion implantation leaves a crystal with more atoms than lattice sites. During annealing, many of the extra atoms collect in extra pieces of lattice plane, each bounded by a dislocation loop. Loops that shrink release these atoms as self-interstitials. In silicon, loops are typical of high-dose implants and of later stages of annealing. The large early excess of interstitials is commonly attributed to small clusters and rod-shaped {311} defects, which hold their atoms less tightly; they are not circular loops and are not treated here. Loops of the sizes considered below sustain a more modest excess. While the excess of interstitials lasts, a dopant that moves with their help diffuses faster than it would at their equilibrium concentration: this is transient enhanced diffusion. How large an interstitial concentration can a loop of given size sustain?

A loop that loses an atom becomes slightly shorter and so lowers its line energy. This gain pays part of the cost of placing an interstitial in the crystal, and the concentration in equilibrium with the loop therefore exceeds that of a loop-free crystal. What counts is the energy change for one more stored atom, not the average energy per stored atom.

The algebra is in atomic units, though no electronic constant appears; $k_BT$ is an energy. Numbers are in eV and angstrom.

## Theorem and assumptions

Let a circular interstitial loop of radius $R$ lie in the plane $z=0$, with Burgers vector of length $b$ normal to that plane. Assume the following.

1. The crystal is infinite, isotropic and linearly elastic, with shear modulus $\mu$, Poisson ratio $\nu$ and atomic volume $\Omega$. There is no external stress and no other loop. Isothermal moduli are used, so "energy" means free energy at temperature $T$.
2. The dislocation core has half-width $\zeta\ll R$ and core energy $\varepsilon_c$ per length, both independent of $R$. The enclosed layer may carry a stacking-fault energy $\gamma$ per area.
3. Interstitials are dilute, and they exchange atoms with the loop fast enough for local equilibrium.
4. The loop holds many atoms, so that their number $n$ may be treated as continuous. Its configurational entropy is neglected.

Let $C^*$ be the interstitial concentration in equilibrium with the stress-free crystal. Then, to leading order in $\zeta/R$, the supersaturation $S=C/C^*$ is

$$S=e^{g/k_BT},\qquad g=\frac{dE}{dn}=\frac{\mu b\Omega}{4\pi(1-\nu)R}\ln\frac{4R}{\rho}+\frac{\gamma\Omega}{b},\tag{1}$$

$$\rho=\zeta\,e^{1-2\pi\varepsilon_c/K},\qquad K=\frac{\mu b^2}{2(1-\nu)}.\tag{2}$$

Here $C$ is measured where the loop's own stress is negligible. Where the pressure is $p$, an interstitial that acts as an isotropic force dipole with relaxation volume $V$ has the concentration

$$C_{\rm loc}=C^*S\,e^{-pV/k_BT}.\tag{3}$$

Line energy alone thus determines $S$ only for an unfaulted loop, $\gamma=0$.

## Lemma 1: equilibrium of exchange

*The loop is in equilibrium with the interstitials when $k_BT\ln S=dE/dn$.*

**Proof.** Let $e_0$ be the free energy per atom of the perfect crystal. A loop of $n$ atoms contributes $ne_0+E(n)$, and one interstitial on a given site contributes $e_0+g_f$. Moving an atom from one to the other cancels $e_0$, so energies may be counted from the crystal atom. For $N$ interstitials on $N_s$ equivalent sites,

$$G=Ng_f-k_BT\ln\frac{N_s!}{N!\,(N_s-N)!}.$$

With Stirling's formula, the chemical potential is

$$\mu_I=\frac{\partial G}{\partial N}=g_f+k_BT\ln\frac{N}{N_s-N}\simeq g_f+k_BT\ln\frac{N}{N_s},$$

the last form holding for $N\ll N_s$. In equilibrium with the stress-free crystal an interstitial can become a crystal atom at no cost, so $\mu_I=0$ at $C=C^*$. Subtracting the two cases removes $g_f$ and leaves $\mu_I=k_BT\ln(C/C^*)$. Moving one interstitial into the loop changes the free energy by $dE/dn-\mu_I$, which vanishes at equilibrium. ∎

Under pressure, $g_f$ changes. Model the interstitial as an isotropic force dipole of strength $P$; its interaction energy with a strain of trace $\theta$ is $-P\theta$. With bulk modulus $B$, the relaxation volume is $V=P/B$ and the pressure is $p=-B\theta$. The interaction energy is therefore $pV$. Equilibrium makes $\mu_I$ uniform, so $k_BT\ln(C_{\rm loc}/C^*)+pV=k_BT\ln S$, which is (3).

## Lemma 2: stress needed to open a plane

*An opening $\delta\cos kx$ of the plane $z=0$ requires the normal stress*

$$\sigma_{zz}=-\frac{\mu k}{2(1-\nu)}\,\delta\cos kx.\tag{4}$$

**Proof.** By mirror symmetry the upper face moves by $+\delta/2$, the lower by $-\delta/2$, and the plane carries no shear stress. For $z>0$ try

$$u_z=(a_0+a_1kz)e^{-kz}\cos kx,\qquad u_x=(c_0+a_1kz)e^{-kz}\sin kx .$$

The dilatation is

$$\theta=\partial_xu_x+\partial_zu_z=k(c_0+a_1-a_0)e^{-kz}\cos kx,$$

because the terms in $kz$ cancel. Equilibrium demands $(1-2\nu)\nabla^2\mathbf u+\nabla\theta=0$. Since $\nabla^2(kz\,e^{-kz}\cos kx)=-2k^2e^{-kz}\cos kx$, and likewise for the sine, both components give the same condition:

$$c_0+a_1-a_0=-2(1-2\nu)a_1 .$$

Zero shear at $z=0$ means $\partial_zu_x+\partial_xu_z=0$, or $k(a_1-c_0)-ka_0=0$. Thus $c_0=a_1-a_0$. Inserting this above gives

$$a_1-a_0=-(1-2\nu)a_1,\qquad a_1=\frac{a_0}{2(1-\nu)} .$$

Hooke's law is $\sigma_{zz}=2\mu[\partial_zu_z+\nu\theta/(1-2\nu)]$. At the surface its amplitude is

$$2\mu k\,[(a_1-a_0)-2\nu a_1]=2\mu k\,[-(1-2\nu)-2\nu]a_1=-2\mu ka_1=-\frac{\mu ka_0}{1-\nu}.$$

Setting $a_0=\delta/2$ gives (4). The minus sign means compression: the crystal squeezes an inserted layer. ∎

The same solution gives the pressure. With $B=2\mu(1+\nu)/[3(1-2\nu)]$ and $\theta=-2(1-2\nu)ka_1e^{-kz}\cos kx$,

$$p=-B\theta=\frac{\mu(1+\nu)}{3(1-\nu)}\,k\delta\,e^{-k|z|}\cos kx.\tag{5}$$

## Lemma 3: elastic energy of the loop

*For $\zeta\ll R$ the elastic energy is $E_{\rm el}=KR[\ln(4R/\zeta)-2]$.*

**Proof.** A sharp disc has the opening $b$ for $r<R$ and zero outside. Its Fourier transform is

$$2\pi b\int_0^R J_0(kr)\,r\,dr=\frac{2\pi bR}{k}J_1(kR).$$

A sharp edge would have infinite energy. Multiply the transform by $e^{-k\zeta}$. At a straight edge this replaces the step by its convolution with the Lorentzian $\zeta/[\pi(x^2+\zeta^2)]$, so the opening at distance $x$ inside the edge becomes $b[\tfrac12+\pi^{-1}\arctan(x/\zeta)]$. Hence $\zeta$ is the half-width of the edge. The factor equals one at $k=0$, so the inserted volume remains $\pi R^2b$.

In linear elasticity the stress grows in proportion to the opening. The work is thus half the final compressive stress times the final opening, integrated over the plane. With (4) and Parseval's theorem,

$$E_{\rm el}=\frac12\int\frac{d^2k}{(2\pi)^2}\,\frac{\mu k}{2(1-\nu)}\,\frac{4\pi^2b^2R^2}{k^2}J_1^2(kR)e^{-2k\zeta}.$$

Using $d^2k=2\pi k\,dk$, all powers of $k$ outside the Bessel function cancel:

$$E_{\rm el}=\pi KR^2\int_0^\infty J_1^2(kR)e^{-2k\zeta}\,dk.\tag{6}$$

Two points on the circle separated by the angle $\varphi$ are a distance $d=2R\sin(\varphi/2)$ apart. Averaging a plane wave over the directions of $\mathbf k$ gives $J_0(kd)=\sum_mJ_m^2(kR)e^{im\varphi}$. Projection on $m=1$ yields

$$J_1^2(kR)=\frac1{2\pi}\int_0^{2\pi}J_0(kd)\cos\varphi\,d\varphi .$$

Since $\int_0^\infty J_0(kd)e^{-2k\zeta}dk=(d^2+4\zeta^2)^{-1/2}$, equation (6) becomes

$$E_{\rm el}=\frac{KR^2}{2}\int_0^{2\pi}\frac{\cos\varphi\,d\varphi}{\sqrt{4R^2\sin^2(\varphi/2)+4\zeta^2}}.\tag{7}$$

Put $\vartheta=\varphi/2$ and $s=\zeta/R$. The integrand is symmetric about $\vartheta=\pi/2$, and $\cos\varphi=1-2\sin^2\vartheta$. Therefore

$$E_{\rm el}=KR\,(I_1-2I_2),\quad I_1=\int_0^{\pi/2}\!\frac{d\vartheta}{\sqrt{\sin^2\vartheta+s^2}},\quad I_2=\int_0^{\pi/2}\!\frac{\sin^2\vartheta\,d\vartheta}{\sqrt{\sin^2\vartheta+s^2}} .$$

As $s\to0$, $I_2\to\int_0^{\pi/2}\sin\vartheta\,d\vartheta=1$. In $I_1$ write the numerator as $\cos\vartheta+(1-\cos\vartheta)$. The first part is $\operatorname{arsinh}(1/s)\to\ln(2/s)$. The second is regular at $s=0$, where

$$\int_0^{\pi/2}\frac{1-\cos\vartheta}{\sin\vartheta}d\vartheta=\int_0^{\pi/2}\tan\frac{\vartheta}{2}\,d\vartheta=\ln2 .$$

So $I_1\to\ln(4/s)$, which proves the lemma. ∎

The supersaturation needs the derivative of this energy, and an approximation may not be differentiated without a reason. Here

$$s\frac{dI_1}{ds}=-\int_0^{\pi/2}\frac{s^2\,d\vartheta}{(\sin^2\vartheta+s^2)^{3/2}}\to-\int_0^\infty\frac{s^2\,d\vartheta}{(\vartheta^2+s^2)^{3/2}}=-1,$$

because small angles dominate. Also $|s\,dI_2/ds|\le s^2I_1\to0$. These are the derivatives of the limiting forms, so the logarithmic formula may be differentiated at leading order.

## Proof of the theorem

Add the core energy $2\pi R\varepsilon_c$ to Lemma 3:

$$E_{\rm line}=KR\left[\ln\frac{4R}{\zeta}-2+\frac{2\pi\varepsilon_c}{K}\right]=KR\left[\ln\frac{4R}{\rho}-1\right].$$

The second form follows from $\ln\rho=\ln\zeta+1-2\pi\varepsilon_c/K$. Differentiation gives

$$\frac{dE_{\rm line}}{dR}=K\left[\ln\frac{4R}{\rho}-1\right]+KR\cdot\frac1R=K\ln\frac{4R}{\rho}.$$

The inserted volume fixes the number of stored atoms, $n=\pi R^2b/\Omega$, so $dn/dR=2\pi Rb/\Omega$. The fault energy $\pi R^2\gamma$ has the derivative $2\pi R\gamma$. Hence

$$\frac{dE}{dn}=\frac{K\ln(4R/\rho)+2\pi R\gamma}{2\pi Rb/\Omega}
=\frac{\mu b\Omega}{4\pi(1-\nu)R}\ln\frac{4R}{\rho}+\frac{\gamma\Omega}{b}.$$

Lemma 1 turns this into (1). ∎

## Remarks on limits and stability

**Large loops.** The line term vanishes as $(\ln R)/R$. An unfaulted loop then approaches $S=1$, while a faulted one approaches $S=e^{\gamma\Omega/(bk_BT)}$: each stored atom adds an area $\Omega/b$ of fault, whatever the radius. At the other end, the formula is no longer justified when $R$ becomes comparable with $\zeta$, because the core is then not a narrow line.

**Mean and marginal energy.** Write $L=\ln(4R/\rho)$. The mean line energy per atom is $E_{\rm line}/n=K(L-1)\Omega/(\pi Rb)$, and the line part of $g$ is $KL\Omega/(2\pi Rb)$. Their ratio is $2(L-1)/L$, which tends to 2 for large loops. Using the mean multiplies $S$ by the exponential of the difference between the two energies, divided by $k_BT$. The error is large when this difference is comparable with $k_BT$ or exceeds it; it vanishes for very large loops, where both energies tend to zero.

**Fixed activity.** In a bath of fixed $\mu_I$, the loop minimizes $E(n)-n\mu_I$. Its second derivative is $dg/dn$, whose sign is that of

$$\frac{d}{dR}\frac{L}{R}=\frac{1-L}{R^2}.$$

For $L>1$ this is negative, so the equilibrium radius is an energy maximum. A slightly smaller loop needs a higher supersaturation than the bath offers and shrinks; a slightly larger one grows. Among loops of the same kind sharing one bath, large loops thus grow at the expense of small ones. Between faulted and unfaulted loops, size alone does not decide, because the fault term also enters $g$ and the Burgers vectors generally differ.

**Closed box.** Emission in a closed box raises $\mu_I$ and opposes further shrinkage. If $N$ interstitials are in solution, $N\propto e^{\mu_I/k_BT}$ gives $d\mu_I/dN=k_BT/N$. The second derivative of the total free energy is $dg/dn+k_BT/N$, and the loop is stable against small changes of size if

$$N<\frac{k_BT}{|dg/dn|}.\tag{8}$$

**Vacancy loops.** Let $n$ now count missing atoms. The elastic energy is quadratic in the opening, so its sign does not matter and $E(n)$ keeps its form, with the appropriate core and fault energies. Absorbing an interstitial removes one vacancy and changes the energy by $-dE/dn$. Equilibrium then gives $S=e^{-g/k_BT}$: such a loop holds the interstitial concentration below $C^*$ when $g>0$.

## Worked example

The following are round model parameters, not data for a particular material: $\mu=0.4$ eV/Å³, $\nu=0.25$, $b=3$ Å, $\Omega=20$ Å³, $\zeta=1.5$ Å, $\varepsilon_c=0.3$ eV/Å, $\gamma=0.004$ eV/Å² and $k_BT=0.09$ eV. First,

$$K=\frac{0.4\times3^2}{2\times0.75}=2.4\ \text{eV/Å},\qquad \rho=1.5\,e^{1-2\pi\times0.3/2.4}=1.86\ \text{Å}.$$

For $R=100$ Å, $L=\ln(400/1.86)=5.37$, and the line part of $g$ is

$$\frac{0.4\times3\times20}{4\pi\times0.75\times100}\times5.37=0.137\ \text{eV}.$$

The fault adds $0.004\times20/3=0.027$ eV. The total is $g=0.163$ eV, or 0.0060 hartree, and $S=e^{0.1634/0.09}=6.1$. Other radii give:

| $R$ (Å) | $n$ | line part of $g$ (eV) | $S$, no fault | $S$, fault |
|---:|---:|---:|---:|---:|
| 25 | 295 | 0.406 | 91 | 122 |
| 50 | 1178 | 0.238 | 14.1 | 19.0 |
| 100 | 4712 | 0.137 | 4.6 | 6.1 |
| 200 | 18850 | 0.077 | 2.4 | 3.2 |

Doubling the radius lowers the line part by a factor of 1.7 to 1.8 rather than 2, because the logarithm grows. At fixed $b$, the fault multiplies every $S$ by the same factor, 1.34, which is also the large-loop limit. The two columns do not compare the faulted and perfect loops of a real crystal. In silicon the perfect loop on a {111} plane has the longer, inclined Burgers vector $\tfrac a2\langle110\rangle$, which makes $K$ about 1.4 times that of the faulted loop; with the same $\rho$, the perfect loop then sustains the higher $S$ at the radii of the table. As loops coarsen, the supersaturation they sustain falls steeply at first and then slowly.

At 100 Å the mean line energy is 0.223 eV per atom, 1.63 times the marginal value. Used in its place, it would give $S=11.9$ without a fault instead of 4.6. Adding one atom changes $g$ by only $-1.2\times10^{-5}$ eV, so the continuum energy is smooth on the scale of one atom. On a lattice, the energy of a single added atom also varies by the cost of creating or removing steps (jogs) on the line, and $g$ is its average over many atoms.

The core parameter matters more for small loops. From (1), $\partial\ln S/\partial\ln\rho=-\mu b\Omega/[4\pi(1-\nu)Rk_BT]$. This is $-0.137/(5.37\times0.09)=-0.28$ at 100 Å and four times as large at 25 Å. Doubling $\rho$ therefore lowers $S$ by a factor of about 1.2 in the first case and 2.2 in the second.

## How near is "near the loop"?

On the axis, (5) and the transform of the smeared disc give

$$p=\frac{\mu(1+\nu)}{3(1-\nu)}\,bR\int_0^\infty kJ_1(kR)e^{-kZ}dk,\qquad Z=|z|+\zeta.$$

Start from $\int_0^\infty J_1(kR)e^{-kZ}dk=R^{-1}[1-Z/\sqrt{R^2+Z^2}]$. Applying $-d/dZ$ brings down the factor $k$ and gives $R/(R^2+Z^2)^{3/2}$. Thus

$$p=\frac{\mu(1+\nu)}{3(1-\nu)}\,\frac{bR^2}{(R^2+Z^2)^{3/2}}.\tag{9}$$

Take $V=10$ Å³ and the faulted loop of radius 100 Å. At the centre $pV=0.067$ eV, and (3) gives $C_{\rm loc}/C^*=6.15\,e^{-0.0666/0.09}=2.9$, less than half of $S$. At $z=100$ Å the ratio is 4.8, and at 300 Å it is 6.0, about 2% below $S$. For this loop, "outside the stress field" on the axis therefore means a few loop radii away. For a smaller loop the stress at the same multiple of $R$ is larger, because (9) then scales nearly as $b/R$.

The depletion on the axis has a counterpart. By (5), the transform of $p$ at any height contains the factor $k$ and vanishes at $k=0$, so the integral of $p$ over each plane parallel to the loop is zero. Regions under tension must exist, and for $V>0$ they hold more interstitials than $C^*S$. Within the core, linear elasticity and (3) both fail. An anisotropic interstitial, such as a split pair, also couples to the shear part of the strain. For a dipole along $\langle110\rangle$ with principal values $2P$, $P/2$, $P/2$ and a loop normal along $[111]$, the orientation average raises the axis value at $z=100$ Å from 4.8 to 5.0; for a uniaxial dipole with the same $V$ it becomes 5.8.

## Numerical evidence and range of validity

The logarithmic energy was compared with the Bessel integral (6) plus the core energy. The relative error of the formula is 0.35% at 25 Å and 0.02% at 100 Å; for the derivative with respect to $n$ it is about 0.2% and 0.01%. At 25 Å the exponential turns the error of the derivative into one of about 1% in $S$. These figures measure the expansion in $\zeta/R$, not the quality of the elastic model.

Lemma 1 was tested by counting. A closed box holds 6000 atoms, shared between a faulted loop and two kinds of site, $10^7$ of each. The formation energy is 1.0 eV on the first kind and 0.1 eV higher on the second, which represents sites under pressure. The total free energy was evaluated for whole numbers of atoms, with the loop energy taken from (6). Its minimum within the range searched has 4792 atoms in the loop, 909 on unstressed sites and 299 on stressed ones. The counted ratios $C/C^*$ are 6.08 and 2.00; equations (1) and (3) give the same values to this accuracy for this loop. The 1208 interstitials in solution satisfy (8), whose right side is about $0.09/(1.2\times10^{-5})\approx7500$, estimated at the nearby radius of 100 Å. Condition (8) is local. With 6000 atoms the loop state lies about 25 eV below complete dissolution, but with fewer than about 5800 atoms the dissolved state is lower, and the loop survives only as a metastable minimum, down to about 4300 atoms.

The theorem gives the concentration with which a loop is in equilibrium, not the concentration throughout a sample. If attachment or emission at the line is slow, the interstitials next to the loop need not reach this value. If they drain quickly to a surface, the concentration falls with distance even where the stress is negligible, and (1) then supplies the boundary value of the activity at the loop. Elastic anisotropy, a nearby surface, neighbouring loops or a Burgers vector inclined to the loop plane change $E(n)$. The relation $k_BT\ln S=dE/dn$ still holds under local equilibrium, with the derivative taken of the changed energy.

The numerical output lists the model parameters and the main results.

## Calculated quantities

```
shear modulus = 0.40 eV/A^3; Poisson ratio = 0.25
Burgers vector = 3.0 A; atomic volume = 20.0 A^3
edge half-width zeta = 1.50 A; core energy = 0.30 eV/A
fault energy = 0.0040 eV/A^2; thermal energy kT = 0.090 eV
relaxation volume = 10.0 A^3
line prefactor K = 2.400 eV/A; core parameter rho = 1.859 A
fault part of dE/dn = 0.0267 eV
large-loop limit of S with fault = 1.345
R = 25 A: stored atoms n = 294.5
  line energy (formula) = 179.11 eV
  line part of dE/dn = 0.4059 eV
  S without fault = 90.941; with fault = 122.304
  relative error: energy 3.5e-03, derivative 1.9e-03
R = 50 A: stored atoms n = 1178.1
  line energy (formula) = 441.39 eV
  line part of dE/dn = 0.2383 eV
  S without fault = 14.117; with fault = 18.985
  relative error: energy 8.4e-04, derivative 5.0e-04
R = 100 A: stored atoms n = 4712.4
  line energy (formula) = 1049.14 eV
  line part of dE/dn = 0.1368 eV
  S without fault = 4.571; with fault = 6.148
  relative error: energy 2.0e-04, derivative 1.2e-04
R = 200 A: stored atoms n = 18849.6
  line energy (formula) = 2430.98 eV
  line part of dE/dn = 0.0772 eV
  S without fault = 2.358; with fault = 3.172
  relative error: energy 5.0e-05, derivative 2.5e-05
R = 100 A: ln(4R/rho) = 5.3714
  line part of dE/dn = 0.005027 hartree
  total dE/dn = 0.1634 eV = 0.006007 hartree
  mean line energy per atom = 0.2226 eV; mean/marginal = 1.628
  S wrongly found from the mean, no fault = 11.87
  change of dE/dn on adding one atom = -1.18e-05 eV
  axis z = 0 A: pV = 0.0666 eV; C/C* with fault = 2.932
  axis z = 100 A: pV = 0.0230 eV; C/C* with fault = 4.759
  axis z = 300 A: pV = 0.0021 eV; C/C* with fault = 6.007
box: formation energy = 1.0 eV; stress shift = 0.1 eV
box: sites of each kind = 10000000; atoms shared = 6000
box: loop atoms = 4792; loop radius = 100.84 A
box: free interstitials = 909; stressed = 299
box: unstressed C/C* counted = 6.082; formula = 6.085
box: stressed C/C* counted = 2.001; formula = 2.003
largest edge-profile error at R = 100 zeta = 0.0106 b
```
